# Lorentz–Lorenz Mixing for Partially Crystallized Films and Its Spherical-Particle Assumption

## What symmetry fixes

A phase-change film is partly crystallized: a volume fraction \(f\) has relative permittivity \(\varepsilon_c\), and the rest has \(\varepsilon_a\). If all structure is much smaller than the wavelength, the local fields obey electrostatics, which contains no length. The effective permittivity \(\varepsilon\) can then depend only on \(\varepsilon_a,\varepsilon_c,f\) and on dimensionless features of the geometry. In a statistically isotropic film it is a scalar.

Suppose further that the film consists of units that respond independently to one common local field. Their dipoles add in proportion to volume, so

\[
g(\varepsilon)=f\,g(\varepsilon_c)+(1-f)\,g(\varepsilon_a),
\tag{1}
\]

where \(g\) is the response per volume of a unit. The same \(g\) stands on the left because a film of one phase must return that phase's permittivity. For ellipsoidal units, shape enters \(g\) through three depolarization factors whose sum is 1 (Lemma 1). If such a unit has no preferred axis, it is a sphere: the factors are equal, so each is \(1/3\). Isotropy of the film alone would not suffice, since elongated units may point in random directions. Nor would symmetry of the unit without the ellipsoidal form: a cube has no preferred axis either, but its internal field is not uniform and its response differs from that of a sphere. For spheres, this fixes \(g\propto(\varepsilon-1)/(\varepsilon+2)\).

Gaussian electrostatics is used, with \(\mathbf D=\mathbf E+4\pi\mathbf P=\varepsilon\mathbf E\); relative permittivities are the same in SI. Fields vary as \(e^{-i\omega t}\), so \(\varepsilon=(n+ik)^2\) has a non-negative imaginary part in an absorbing medium.

## Theorem and assumptions

Assume the following.

1. The film is non-magnetic, and its units and their spacings are small compared with the wavelength.
2. Each unit keeps the polarizability per volume that it has in its pure phase.
3. Each unit responds as a **sphere in vacuum**.
4. The units are arranged isotropically, or on cubic sites with random occupation.
5. Each unit feels the mean local field; fluctuations due to its particular neighbours are neglected.

**Theorem.** Under these assumptions

\[
\frac{\varepsilon-1}{\varepsilon+2}
=f\,\frac{\varepsilon_c-1}{\varepsilon_c+2}
+(1-f)\,\frac{\varepsilon_a-1}{\varepsilon_a+2},
\tag{2}
\]

or, equivalently,

\[
\frac{1}{\varepsilon+2}=\frac{f}{\varepsilon_c+2}+\frac{1-f}{\varepsilon_a+2}.
\tag{3}
\]

Assumption 3 has two parts, the sphere and the vacuum around it. A dense film contains no such vacuum. For real grains, (2) is therefore an interpolation, and Proposition 2 shows on which side it errs when the phases are lossless.

## Lemma 1: the field in a polarized ellipsoid

**Lemma.** An ellipsoid with semi-axes \(a_i\) and uniform polarization \(\mathbf P\) has the uniform internal field \(E_i=-4\pi L_iP_i\), with

\[
L_i=\frac1{4\pi}\int d\Omega\,\frac{n_i^2/a_i^2}{\sum_k n_k^2/a_k^2},
\qquad \sum_iL_i=1 .
\tag{4}
\]

**Proof.** Let \(\Psi(\mathbf r)=\int_V d^3r'/|\mathbf r-\mathbf r'|\). The dipole potential is \(\phi=-\mathbf P\cdot\nabla\Psi\), so \(E_i=-\partial_i\phi=\sum_jP_j\,\partial_i\partial_j\Psi\).

To find \(\nabla\Psi=\int_V d^3r'\,(\mathbf r'-\mathbf r)/|\mathbf r'-\mathbf r|^3\), use spherical coordinates about the interior point \(\mathbf r\). The factor \(1/s^2\) cancels the volume factor \(s^2\), leaving \(\nabla\Psi=\int d\Omega\,\mathbf n\,s(\mathbf n)\), where \(s(\mathbf n)\) is the distance to the surface along \(\mathbf n\). Pairing \(\mathbf n\) with \(-\mathbf n\) gives

\[
\nabla\Psi=\tfrac12\int d\Omega\,\mathbf n\,[s(\mathbf n)-s(-\mathbf n)] .
\]

The surface condition \(\sum_i(r_i+sn_i)^2/a_i^2=1\) is quadratic in \(s\), with roots \(s(\mathbf n)\) and \(-s(-\mathbf n)\). Their sum is the bracket above, and it equals \(-2\sum_j(r_jn_j/a_j^2)/\sum_k(n_k^2/a_k^2)\). Hence \(\nabla\Psi\) is linear in \(\mathbf r\). Terms with \(i\ne j\) vanish because they are odd in \(n_i\), which leaves \(\partial_i\partial_j\Psi=-4\pi L_i\delta_{ij}\). Summing the integrand of (4) over \(i\) gives 1, so the factors sum to 1. ∎

A sphere has \(L=1/3\). A long needle has \(L\to0\) along its axis, and a thin plate has \(L\to1\) along its normal.

## Lemma 2: the response of one unit

**Lemma.** In a local field \(E_{\rm loc}\) along a principal axis, an ellipsoid of permittivity \(\varepsilon_i\) in vacuum has the polarization

\[
P_i=\frac{g_L(\varepsilon_i)}{4\pi}E_{\rm loc},\qquad
g_L(\varepsilon)=\frac{\varepsilon-1}{1+L(\varepsilon-1)} .
\tag{5}
\]

**Proof.** The internal field is \(E_{\rm in}=E_{\rm loc}-4\pi LP_i\), and the material obeys \(4\pi P_i=(\varepsilon_i-1)E_{\rm in}\). Eliminating \(E_{\rm in}\) gives \(4\pi P_i[1+L(\varepsilon_i-1)]=(\varepsilon_i-1)E_{\rm loc}\). ∎

For the sphere, \(g_{1/3}=3(\varepsilon-1)/(\varepsilon+2)\).

## Lemma 3: the local field

**Lemma.** For an isotropic arrangement, the mean local field is \(E_{\rm loc}=E+\frac{4\pi}{3}P\), where \(E\) and \(P\) are the macroscopic field and polarization.

**Proof.** Around one unit draw a sphere that holds many units but is small on the macroscopic scale. Matter outside it acts as a continuum. Its field in the cavity is the total field minus that of the removed uniformly polarized sphere: \(E-(-\frac{4\pi}{3}P)\).

Units inside the sphere, each with the mean dipole \(\bar{\mathbf p}\), contribute \(\sum[3\mathbf n(\mathbf n\cdot\bar{\mathbf p})-\bar{\mathbf p}]/r^3\). In an isotropic or cubic arrangement \(n_in_j\) averages to \(\delta_{ij}/3\) in each shell, and the sum vanishes. ∎

An Ewald sum over point dipoles on a simple cubic lattice gives a local field of \(4.1888\,P\) at zero macroscopic field, which is \(4\pi P/3\).

## Proof of the theorem

The macroscopic polarization is the volume average of the unit polarizations:

\[
4\pi P=\big[f g_L(\varepsilon_c)+(1-f)g_L(\varepsilon_a)\big]E_{\rm loc}.
\]

With \(L=1/3\), call the bracket \(S\). Lemma 3 gives \(4\pi P=S(E+\frac{4\pi}{3}P)\). Since \(4\pi P=(\varepsilon-1)E\), division by \(E\) yields

\[
\varepsilon-1=S\Big(1+\frac{\varepsilon-1}{3}\Big)=S\,\frac{\varepsilon+2}{3},
\qquad\text{so}\qquad S=\frac{3(\varepsilon-1)}{\varepsilon+2}.
\]

Dividing by 3 gives (2). For (3), write \((\varepsilon-1)/(\varepsilon+2)=1-3/(\varepsilon+2)\) in each term. The ones cancel because the fractions sum to 1, and division by \(-3\) finishes the proof. ∎

**Remark (absorption).** If \({\rm Im}\,\varepsilon_i\ge0\), each term on the right of (3) has a non-positive imaginary part, and so does their sum. Its reciprocal has a non-negative one, so the rule never turns absorbing phases into a gain medium.

**Remark (which fraction).** The fraction \(f\) counts volume. If a fraction \(x\) of the atoms has crystallized and \(v_i\) is the volume per atom, then \(f=xv_c/[xv_c+(1-x)v_a]\).

**Remark (fluctuations).** Assumption 5 can be examined on a periodic lattice of \(8^3\) coupled point dipoles, half of each kind, placed at random. With \((\varepsilon_i-1)/(\varepsilon_i+2)=0.25\pm0.10\), the full solution exceeds the mean value 0.25 by 0.88% of that value. With \(0.25\pm0.05\) and the same placement the excess is 0.22%. The ratio, 4.07, is close to the 4 of a quadratic law. The linear term vanishes because, starting from identical dipoles, all sites are equivalent and the deviations sum to zero.

This picture has a limit. The simple cubic lattice of identical point dipoles polarizes spontaneously once \((\varepsilon-1)/(\varepsilon+2)\) exceeds 0.78. The phases of the example below have real parts 0.83 and 0.94. Their polarizabilities are thus parameters fitted to the pure phases, not those of literal point dipoles on such a lattice.

## Other shapes

Let the units be aligned ellipsoids, and assume that their arrangement has the same ellipsoidal symmetry. The cavity then has the shape of the units. Since \(L\) does not depend on size, uniformly polarized matter between two similar concentric ellipsoids gives no field at the centre, so the units inside the cavity again contribute nothing on average, and \(E_{\rm loc}=E+4\pi LP\). Repeating the last proof gives \(\varepsilon-1=S[1+L(\varepsilon-1)]\), that is, (1) with \(g=g_L\). Since \(Lg_L=1-1/[1+L(\varepsilon-1)]\), an equivalent form for \(L>0\) is

\[
\frac1{\varepsilon+s}=\frac f{\varepsilon_c+s}+\frac{1-f}{\varepsilon_a+s},
\qquad s=\frac{1-L}{L}.
\tag{6}
\]

Both extremes follow directly from boundary conditions. For a field along layers, \(E\) is continuous and \(\varepsilon=f\varepsilon_c+(1-f)\varepsilon_a\), the case \(L=0\). For a field across layers, \(D\) is continuous and \(1/\varepsilon=f/\varepsilon_c+(1-f)/\varepsilon_a\), the case \(L=1\).

**Weakly polarizable limit.** Put \(\varepsilon_i=1+\delta_i\) with small \(\delta_i\), and let \(\langle\cdot\rangle\) be the volume average. Then \(g_L\approx\delta-L\delta^2\), and (1) gives, to second order,

\[
\varepsilon-1\approx\langle\delta\rangle-L\big(\langle\delta^2\rangle-\langle\delta\rangle^2\big).
\]

Shape enters only at second order, so any shape serves when both permittivities are close to 1. Phase-change films are far from this limit.

## Proposition 1: the role of the vacuum

Place the spheres in a host of permittivity \(h\) instead of vacuum. Electrostatics depends on permittivity ratios, so every \(\varepsilon\) in (3) is replaced by \(\varepsilon/h\). Solving for the result, now called \(F(h)\), gives

\[
F(h)=\frac1{\langle y\rangle}-2h,\qquad y_i=\frac1{\varepsilon_i+2h}.
\tag{7}
\]

**Proposition 1.** For real positive \(\varepsilon_i\), \(F(h)\) does not decrease with \(h\).

**Proof.** Since \(dy_i/dh=-2y_i^2\),

\[
\frac{dF}{dh}=\frac{2\langle y^2\rangle}{\langle y\rangle^2}-2\ge0,
\]

because a variance is non-negative. ∎

The family contains several known rules. \(F(0)\) is the harmonic mean and \(F(1)\) is Lorentz–Lorenz. At \(h=\varepsilon_a\) the amorphous spheres merge with the host, and the result is the Maxwell Garnett rule for crystalline spheres in an amorphous matrix. The self-consistent choice \(F(h)=h\) is the Bruggeman rule.

If \(\varepsilon_i\gg2\), the 2 in (3) matters little and \(F(1)\) lies near \(F(0)\). The rule built on spheres then gives nearly the result for plates across the field. The cause is the vacuum: a highly polarizable sphere in vacuum has an internal field fixed mainly by its own depolarization, whereas in a dense film its surroundings are almost as polarizable as itself.

**Equal fractions.** At \(f=1/2\), write \(\varepsilon_{c,a}=m\pm d\). The harmonic mean of \(m+2h\pm d\) is \(m+2h-d^2/(m+2h)\), so

\[
F(h)=m-\frac{d^2}{m+2h}.
\tag{8}
\]

Lorentz–Lorenz lowers the arithmetic mean by \(d^2/(m+2)\). A host like the film itself, \(h\approx m\), lowers it by \(d^2/(3m)\). For large \(m\) and \(d\) small against \(m\), the vacuum reference makes this reduction almost three times too large. As \(d\to m\) the self-consistent host falls to \(h=m/2\), and the factor falls to 2.

## Proposition 2: a lower bound

**Proposition 2.** For a lossless, isotropic mixture of continuum grains with \(\varepsilon_c\ge\varepsilon_a>h>0\), the true effective permittivity satisfies \(\varepsilon\ge F(h)\).

**Proof.** Take a unit mean field along \(\hat{\mathbf z}\). The true field \(\mathbf E\) minimizes \(\langle\varepsilon_ie^2\rangle\) among curl-free fields \(\mathbf e\) with that mean. To see this, add a gradient field \(\mathbf u\) of zero mean. The cross term \(2\langle\varepsilon_i\mathbf E\cdot\mathbf u\rangle\) vanishes on integration by parts because \(\nabla\cdot(\varepsilon_i\mathbf E)=0\), and \(\langle\varepsilon_iu^2\rangle\ge0\) remains. For the same reason the minimum is \(\langle\mathbf D\rangle\cdot\hat{\mathbf z}=\varepsilon\).

Choose \(\boldsymbol\tau=\tau_i\hat{\mathbf z}\), constant in each phase. Completing a square gives \((\varepsilon_i-h)e^2\ge2\boldsymbol\tau\cdot\mathbf e-\tau^2/(\varepsilon_i-h)\), hence

\[
\varepsilon\ge\min_{\mathbf e}\Big\langle he^2+2\boldsymbol\tau\cdot\mathbf e-\frac{\tau^2}{\varepsilon_i-h}\Big\rangle .
\]

The varying part of \(\mathbf e\) has Fourier components \(\hat{\mathbf k}u_{\mathbf k}\). Minimizing \(h|u_{\mathbf k}|^2+2{\rm Re}(u_{\mathbf k}^*\hat{\mathbf k}\cdot\boldsymbol\tau_{\mathbf k})\) gives \(-|\hat{\mathbf k}\cdot\boldsymbol\tau_{\mathbf k}|^2/h\). Isotropic statistics average \(\hat k_z^2\) to \(1/3\), and the sum over \(\mathbf k\ne0\) of \(|\tau_{\mathbf k}|^2\) is the variance of \(\tau\). Therefore

\[
\varepsilon\ge h+2\bar\tau-\Big\langle\frac{\tau^2}{\varepsilon_i-h}\Big\rangle-\frac{\langle(\tau-\bar\tau)^2\rangle}{3h}.
\tag{9}
\]

The best \(\tau_i\) makes the right side stationary:

\[
1=\frac{\tau_i}{\varepsilon_i-h}+\frac{\tau_i-\bar\tau}{3h}
\;\Rightarrow\;
\tau_i=(3h+\bar\tau)\frac{\varepsilon_i-h}{\varepsilon_i+2h}.
\]

Let \(B=\langle(\varepsilon_i-h)/(\varepsilon_i+2h)\rangle\). Averaging gives \(\bar\tau=3hB/(1-B)\). Multiplying the stationarity condition by \(\tau_i\) and averaging shows that the last two terms of (9) sum to \(-\bar\tau\). The bound is \(h+\bar\tau=h(1+2B)/(1-B)\). Since \(B=1-3h\langle y\rangle\), this equals \(1/\langle y\rangle-2h=F(h)\). ∎

With \(h=1\), Lorentz–Lorenz is a valid lower bound for such grains. By Proposition 1 the bound improves as \(h\) rises, and \(h\to\varepsilon_a\) gives the Hashin–Shtrikman lower bound. When \(\varepsilon_a>1\) and the phases differ, Lorentz–Lorenz lies strictly below it, so no isotropic continuum grain structure attains it.

## A telluride film at 1550 nm

Take \(n_a+ik_a=4.0+0.1i\) and \(n_c+ik_c=6.5+1.0i\). Squaring gives \(\varepsilon_a=15.99+0.80i\) and \(\varepsilon_c=41.25+13.00i\). At \(f=0.5\), equation (3) reads

\[
\frac1{\varepsilon+2}=\frac12\Big(\frac1{43.25+13.00i}+\frac1{17.99+0.80i}\Big)
=0.03834-0.00442i .
\]

The reciprocal is \(25.74+2.97i\), so \(\varepsilon=23.74+2.97i\) and \(n+ik=4.88+0.30i\). The absorption coefficient \(4\pi k/\lambda\) is \(2.46\ \mu{\rm m}^{-1}\), against 0.81 and 8.11 for the pure phases. Both \(n\) and \(k\) lie below the midpoints 5.25 and 0.55: in this model most of the optical change comes in the second half of crystallization.

**Shape.** At the same \(f\), spheroids elongated 2:1 along the field give \(24.19+3.20i\), and spheroids flattened 1:2 give \(23.53+2.87i\). The change is small because \(s\) in (6), at most 4.8 for these spheroids, is well below \(|\varepsilon_i|\). This weak dependence belongs to the vacuum reference. In a host \(h\) the shift \(s\) becomes \(sh\), which is not small when \(h\) is comparable to the film's own permittivity, so dense elongated or flattened grains depend on shape more strongly. Layers along the field have \(s\to\infty\) and give \(28.62+6.90i\).

**Microstructure.** For lossless phases with \(\varepsilon_a=16\) and \(\varepsilon_c=42.25\), a numerical solution of the field equation for 80 random Voronoi grains at \(f=0.501\) gives 27.1. The Hashin–Shtrikman bounds are 26.3 and 27.6. Lorentz–Lorenz gives 23.6, close to the harmonic mean 23.2. Equation (8), with \(m=29.125\) and \(d=13.125\), accounts for this: the reduction from \(m\) is \(172.3/31.1=5.5\) with \(h=1\), but \(172.3/87.4=2.0\) with \(h=m\).

With absorption restored, the same grains have \(n+ik=5.21+0.52i\), whereas Lorentz–Lorenz gives \(4.88+0.30i\). Relative to the grain solution, \(n\) is 6% too low and \(k\) is 42% too low. If \(f\) is inferred from the grains' \(n\) by Lorentz–Lorenz, the answer is 0.63 instead of 0.50. The Bruggeman rule gives \(\varepsilon=26.84+5.43i\), close to the grain result \(26.85+5.44i\). This is a single random sample, so agreement this close should not be expected in general.

**Real films.** The indices are rough typical values for Ge-Sb-Te tellurides near this wavelength; they vary with composition, deposition and crystal structure. The assumption most at risk is that of isolated spheres in vacuum. Compact random grains, in a film many grains thick, move \(k\) at half crystallization from 0.30 to about 0.5. If columnar grains span the film and the two phases are statistically equivalent, the in-plane problem is two-dimensional. Its value at \(f=1/2\) is \(\varepsilon=\sqrt{\varepsilon_a\varepsilon_c}=25.9+4.65i\), so \(k\approx0.46\). If crystallization instead advances as a front parallel to the film, and the whole film is much thinner than the wavelength inside it, light polarized in the plane sees layers along the field, and \(\varepsilon=28.62+6.90i\) means \(k\approx0.64\). Densification matters less. With a rough volume ratio \(v_c/v_a=0.94\), half the atoms crystallized means \(f=0.485\), which lowers \(n\) by 0.7% and \(k\) by about 3% at fixed phase permittivities. For 10 nm grains the squared size parameter \((\pi|n_c|d/\lambda)^2\), with \(d\) the grain diameter, is 0.018, which suggests retardation corrections of a percent or less. In a waveguide the modal loss also depends on the overlap of the mode with the film, so \(2.46\ \mu{\rm m}^{-1}\) is a property of the film material, not of a device.

For compact, isotropic grains of comparable amounts, in a film many grains thick, the Bruggeman rule is thus the better choice at these permittivities. For a film about one grain thick it overestimates the in-plane \(k\) (0.52 against about 0.46), though it remains closer than Lorentz–Lorenz. Lorentz–Lorenz remains usable as a smooth interpolation of \(n\) or of \(k\) if its parameter \(f\) is calibrated for that quantity. One value need not serve both: the \(f=0.63\) that reproduces the grains' \(n\) gives \(k=0.41\) instead of 0.52. The remaining values are in the numerical output.

## Computed values

```
Wavelength: 1550 nm
Amorphous index n+ik: 4.00 +0.10i
Crystalline index n+ik: 6.50 +1.00i
Amorphous permittivity: 15.990 +0.800i
Crystalline permittivity: 41.250 +13.000i
Amorphous (e-1)/(e+2): 0.8336 +0.0074i
Crystalline (e-1)/(e+2): 0.9364 +0.0191i
Mean (e-1)/(e+2) at f=0.5: 0.8850 +0.0133i
Lorentz-Lorenz permittivity at f=0.5: 23.740 +2.968i
Lorentz-Lorenz film: f, n, k, absorption coefficient (1/um)
  0.00  4.000  0.100  0.811
  0.25  4.386  0.177  1.439
  0.50  4.882  0.304  2.464
  0.75  5.550  0.531  4.306
  1.00  6.500  1.000  8.107
Shape at f=0.5: L along the field, permittivity
  along layers, L=0.0000: 28.620 +6.900i
  spheroid 2:1, L=0.1736: 24.191 +3.200i
  sphere, L=0.3333: 23.740 +2.968i
  spheroid 1:2, L=0.5272: 23.534 +2.869i
  across layers, L=1.0000: 23.355 +2.786i
Coated spheres, amorphous shell, f=0.5: 26.291 +4.684i
Lattice Lorentz field / P: 4.1888 (4 pi/3)
Additivity error, (e-1)/(e+2)=0.25+-0.10: 0.880 %
Additivity error, (e-1)/(e+2)=0.25+-0.05: 0.216 %
Ratio of these errors: 4.069
Cubic point-dipole stability limit of (e-1)/(e+2): 0.7824
Random grains: crystalline volume fraction: 0.5012
Lossless permittivities at that fraction:
  harmonic mean: 23.235
  Lorentz-Lorenz: 23.616
  Hashin-Shtrikman lower bound: 26.337
  computed random grains: 27.100
  Hashin-Shtrikman upper bound: 27.640
  grid change, 25 to 35 voxels per edge: 0.03 %
With absorption, at the same fraction:
  computed grains, permittivity: 26.852 +5.444i
  Bruggeman permittivity: 26.844 +5.432i
  computed grains, n+ik: 5.208 +0.523i
  Lorentz-Lorenz n+ik: 4.885 +0.305i
  fraction read from n by Lorentz-Lorenz: 0.632
Crystalline/amorphous volume per atom (rough): 0.94
Volume fraction when half the atoms are crystalline: 0.4845
  Lorentz-Lorenz n+ik there: 4.847 +0.294i
Grain diameter: 10 nm
Grain size parameter squared (pi |n_c| d/wavelength)^2: 0.0178
```
